\section*{Optimality Conditions for Minimum-Energy Crossing Points between Two Spin States}

\section{Two crossings with opposed gradients}

In a two-coordinate model of a molecule with two spin states, the state energies are equal at a symmetric geometry, where both are $0.2400$ eV. Their gradients point in opposite directions there, with components $2.4000$ and $-0.8000$ eV/\AA{} along the symmetric stretch and none along the distortion. At a distorted geometry the energies are again equal, now at $0.2013$ eV, and the gradients are again opposed. Between the two lies a crossing at $0.2286$ eV where the angle between the gradients is $162.58^\circ$. Why do the gradients line up at the symmetric and the distorted point but not at the one between them, and what tells the symmetric point from the distorted one?

The coordinates are a symmetric metal--ligand stretch $x$ and a symmetry-breaking distortion $z$. With energies in eV and lengths in \AA,
\begin{align}
E_1&=\tfrac12(12)x^2+\tfrac12(2)z^2,\label{m1}\\
E_2&=\varepsilon+\tfrac12(8)(x-0.30)^2-\tfrac12(4)z^2+\tfrac14(40)z^4 .\label{m2}
\end{align}
State 2 has the longer bond and a double well in $z$. The offset $\varepsilon$ is $0.20$ eV unless stated otherwise. These are round model parameters, not those of a particular compound.

\section{What is to be shown}

Let $R$ denote $n$ internal coordinates, with overall translation and rotation removed. The states have different spin and spin--orbit coupling is left out, so no matrix element mixes them, and $E_1(R)$ and $E_2(R)$ are taken to stay smooth where they cross. Define
\begin{equation}
G=E_1-E_2,\qquad g_i=\nabla E_i,\qquad d=\nabla G=g_1-g_2 .
\end{equation}
The seam is the set $G=0$. A minimum-energy crossing point $R^*$ is a local minimum of the common energy on the seam.

The claim is that at $R^*$ the energies are equal and the gradients are collinear. If also $d\neq0$, there is one number $\lambda$ with
\begin{equation}
(1-\lambda)g_1+\lambda g_2=0,\qquad \lambda=\frac{g_1\cdot d}{|d|^2}.\label{main}
\end{equation}
``Parallel'' is thus meant in the sense of collinear: the gradients may be aligned or opposed, or one of them may vanish. Equal energies are part of the definition of the seam; the work lies in the gradients.

\section{First derivation: moving along the seam}

\subsection{The gradient condition}

Assume $d\neq0$ at $R^*$, and let $t$ be any vector with $d\cdot t=0$. A straight step along $t$ generally leaves the seam at second order, so a correction along $d$ is added:
\begin{equation}
R(s)=R^*+s\,t+\eta(s)\,d .
\end{equation}
The function $\eta$ is to be fixed by $G(R(s))=0$. At $s=\eta=0$ the derivative of $G$ with respect to $\eta$ is $d\cdot d=|d|^2>0$. The implicit function theorem therefore supplies a smooth $\eta(s)$ with $\eta(0)=0$. Differentiating $G(R(s))=0$ at $s=0$ gives
\begin{equation}
0=d\cdot\bigl(t+\eta'(0)d\bigr)=\eta'(0)|d|^2,
\end{equation}
so $\eta'(0)=0$ and $R'(0)=t$. Every direction perpendicular to $d$ is thus the initial velocity of a curve inside the seam.

Along this curve $E_1$ has a local minimum at $s=0$, hence
\begin{equation}
0=\left.\frac{dE_1}{ds}\right|_0=g_1\cdot t\qquad\text{for every } t \text{ with } d\cdot t=0.\label{tangent}
\end{equation}
Split $g_1=\lambda d+p$ with $\lambda=g_1\cdot d/|d|^2$. Then $p\cdot d=0$, so $t=p$ is allowed in \eqref{tangent}. It gives $0=g_1\cdot p=|p|^2$, and therefore $p=0$ and
\begin{equation}
g_1=\lambda d=\lambda(g_1-g_2).\label{force}
\end{equation}
Moving the right side to the left gives \eqref{main}. The gradient of state 1 need not vanish; what vanishes is its part along the seam.

The converse needs a short argument. Suppose $G=0$, $d\ne0$, and $ag_1+bg_2=0$ with $a,b$ not both zero. If $a+b=0$, then $ad=0$, so $a=b=0$, a contradiction. Hence one may divide by $a+b$ and set $\lambda=b/(a+b)$, which gives \eqref{main} and then \eqref{tangent}. Equal energies and collinear gradients are therefore equivalent to the energy being stationary on the seam. They do not say whether the stationary point is a minimum.

At the intermediate crossing, $x=0.1909$ and $z=0.1000$ \AA, the gradients are not collinear. So $g_1$ has a component along the seam, and the energy can still fall at first order.

\subsection{The curvature condition}

Let $H_1,H_2$ be the Hessians at $R^*$. For any curve in the seam with velocity $t$ at $R^*$, a second differentiation of $E_1$ and of $G=0$ gives
\begin{align}
\frac{d^2E_1}{ds^2}&=t^{T}H_1t+g_1\cdot R'',\\
0&=t^{T}(H_1-H_2)t+d\cdot R'' .
\end{align}
Since $g_1=\lambda d$, the second line gives $g_1\cdot R''=-\lambda\,t^{T}(H_1-H_2)t$. Inserting this in the first line,
\begin{equation}
\frac{d^2E_1}{ds^2}=t^{T}Kt,\qquad K=(1-\lambda)H_1+\lambda H_2 .\label{curv}
\end{equation}
The acceleration $R''$ has dropped out, so the sign of the curvature does not depend on the parameter chosen along the seam; its value scales with $|t|^2$. A minimum requires $t^TKt\ge0$ for all tangents.

If $t^TKt>0$ for every nonzero tangent, a stationary point is a strict minimum. To prove it, hold $\lambda$ fixed and define
\begin{equation}
L(R)=E_1-\lambda G=(1-\lambda)E_1+\lambda E_2 .\label{L}
\end{equation}
On the seam $L=E_1$; at $R^*$ its gradient is zero and its Hessian is $K$. Suppose there were seam points $R_k\to R^*$, different from $R^*$, with $E_1(R_k)\le E_1(R^*)$. Write $R_k-R^*=r_ku_k$ with $r_k>0$ and $|u_k|=1$. A subsequence of $u_k$ converges to a unit vector $u$. From $0=G(R_k)=r_k\,d\cdot u_k+o(r_k)$, division by $r_k$ gives $d\cdot u=0$. Taylor expansion of $L$ gives
\begin{equation}
0\ge L(R_k)-L(R^*)=\tfrac12r_k^2\,u_k^TKu_k+o(r_k^2),\label{taylor}
\end{equation}
and division by $r_k^2$ gives $u^TKu\le0$. This contradicts the assumption.

\subsection{What separates the two points}

At $z=0$ both model energies are even in $z$, so both gradients lie along $x$: symmetry alone makes them collinear. The crossing is at $x=0.2000$ \AA, since $6(0.2)^2=0.24$ and $0.20+4(-0.1)^2=0.24$ eV. The multiplier is
\begin{equation}
\lambda=\frac{2.4}{2.4-(-0.8)}=0.75 .
\end{equation}
The seam tangent is the $z$ direction, and \eqref{curv} gives
\begin{equation}
K_{zz}=0.25(2)+0.75(-4)=-2.5\ \text{eV/\AA}^2 .
\end{equation}
The symmetric point is a local maximum along this one-dimensional seam. In a molecule with more coordinates, such a point could be a minimum in the symmetric ones and so a seam saddle. A search confined to the symmetric geometry would not reveal the descent.

Direct minimization along the seam, without gradients, finds $x=0.1499$ and $|z|=0.2581$ \AA, which is $0.0387$ eV lower. For $z>0$ the gradients there are
\begin{equation}
g_1=(1.7982,\,0.5161),\quad g_2=(-1.2012,\,-0.3448)\ \text{eV/\AA}.
\end{equation}
The two components give the same multiplier:
\begin{equation}
\frac{1.7982}{1.7982+1.2012}=0.5995,\qquad
\frac{0.5161}{0.5161+0.3448}=0.5995 .
\end{equation}
With $z$ as parameter, the curvature along the seam is $3.99$ eV/\AA$^2$, both from \eqref{curv} and from finite differences of the seam energy. The crossing is therefore a minimum, and its mirror image at $-z$ is another.

With two coordinates the seam is a curve. In a separate test with three coordinates, where it is a surface, gradient-free minimization gave $\lambda=0.7295$ and a sine of the angle between the gradients of about $2\times10^{-9}$.

\section{Second derivation: penalizing the gap}

\subsection{The gradient condition again}

The second route constructs no curves. It lets the molecule leave the seam and makes this ever more costly. Choose a closed ball $B$ around $R^*$, small enough that $E_1(R)\ge E_1(R^*)$ for all seam points in $B$. For $k>0$ let $R_k$ minimize over $B$ the function
\begin{equation}
F_k(R)=E_1(R)+\frac k2G(R)^2+\frac\alpha2|R-R^*|^2,\qquad \alpha>0 .
\end{equation}
A minimizer exists because $F_k$ is continuous and $B$ is closed and bounded. The last term, with $\alpha$ fixed, singles out $R^*$ if other seam points have the same energy.

Because $G(R^*)=0$, comparison with the value at $R^*$ gives
\begin{equation}
E_1(R_k)+\frac k2G(R_k)^2+\frac\alpha2|R_k-R^*|^2\le E_1(R^*).\label{compare}
\end{equation}
On $B$ the energy $E_1$ has a lower bound $m$, so $G(R_k)^2\le2[E_1(R^*)-m]/k$, which tends to zero as $k\to\infty$. Any limit point $\bar R$ of the sequence therefore lies on the seam. Dropping the nonnegative gap term from \eqref{compare} and taking the limit,
\begin{equation}
E_1(\bar R)+\frac\alpha2|\bar R-R^*|^2\le E_1(R^*)\le E_1(\bar R).
\end{equation}
The last inequality holds because $R^*$ is the seam minimum in $B$. Hence $\bar R=R^*$, and the whole sequence converges to $R^*$.

For large $k$ the point $R_k$ is inside the ball, so the gradient of $F_k$ vanishes there:
\begin{equation}
g_1(R_k)+kG(R_k)\,d(R_k)+\alpha(R_k-R^*)=0 .\label{stat}
\end{equation}
If $d(R^*)=0$, then $g_1=g_2$ at $R^*$ and the gradients are collinear at once. If $d(R^*)\ne0$, take the scalar product of \eqref{stat} with $d(R_k)$ and divide by $|d(R_k)|^2$:
\begin{equation}
-kG(R_k)=\frac{\bigl[g_1(R_k)+\alpha(R_k-R^*)\bigr]\cdot d(R_k)}{|d(R_k)|^2}\longrightarrow\frac{g_1\cdot d}{|d|^2}=\lambda .\label{limit}
\end{equation}
The limit of \eqref{stat} is then $g_1-\lambda d=0$, which is \eqref{force} again.

In this derivation $\lambda$ measures the restoring force of the penalty. By \eqref{limit}, the remaining gap is $G\approx-\lambda/k$ at leading order for large $k$. With $\lambda=0.60$ and $k=100$ eV$^{-1}$ this estimate is $-0.006$ eV: state 1 is still slightly below state 2. A finite penalty thus gives equal energies only approximately, unless $\lambda=0$.

\subsection{The multiplier as a response}

The same number tells how an error in the spin gap enters the crossing energy. Add a constant $\delta$ to $E_2$. The crossing condition becomes $G(R)=\delta$, where $G$ is the original gap. Suppose the strict curvature condition holds. The equations $g_1-\lambda d=0$ and $G=\delta$ are $n+1$ equations for $R$ and $\lambda$. Their linearization is nonsingular: if $Kv-\mu d=0$ and $d\cdot v=0$, then $v^TKv=0$, so $v=0$, and then $\mu=0$. The solution therefore moves smoothly with $\delta$. Differentiating $G(R^*(\delta))=\delta$ gives $d\cdot dR^*/d\delta=1$, and so
\begin{equation}
\frac{dE^*}{d\delta}=g_1\cdot\frac{dR^*}{d\delta}
=\lambda\,d\cdot\frac{dR^*}{d\delta}=\lambda .\label{response}
\end{equation}

In the example, numerical differentiation of the crossing energy also gives $0.5995$. For a shift of $0.050$ eV the linear estimate is $0.5995\times0.050=0.0300$ eV, while the direct change is $0.0310$ eV. The mean slope over the interval is thus $0.0310/0.050=0.62$, so $\lambda$ itself changes with the shift. Measured from the minimum of state 2, which rises by $\delta$, the crossing height changes at the rate $\lambda-1$, here $-0.40$. For $0<\lambda<1$, as here, a small error that raises one barrier lowers the other; for $\lambda<0$ or $\lambda>1$ both barriers change in the same direction.

\subsection{Opposed and aligned gradients}

From \eqref{force}, $g_1=\lambda d$ and $g_2=g_1-d=(\lambda-1)d$, so
\begin{equation}
g_1\cdot g_2=\lambda(\lambda-1)|d|^2 .
\end{equation}
For $0<\lambda<1$ the gradients are opposed and the crossing is called peaked. For $\lambda<0$ or $\lambda>1$ they are aligned and it is called sloped. At $\lambda=0$ or $1$, the crossing is a stationary point of state 1 or state 2, respectively.

The distinction matters for the upper surface $U=\max(E_1,E_2)$. With $L$ from \eqref{L}, $U-L=\lambda G$ where $E_1\ge E_2$, and $U-L=(1-\lambda)|G|$ where $E_2\ge E_1$. For a peaked crossing, with $c=\min(\lambda,1-\lambda)>0$,
\begin{equation}
U\ge L+c|G| .
\end{equation}
Suppose points $R_k\to R^*$, different from $R^*$, had $U(R_k)\le U(R^*)=L(R^*)$. Then $c|G(R_k)|\le L(R^*)-L(R_k)$, which is of order $r_k^2$. The limiting direction again obeys $d\cdot u=0$, and \eqref{taylor} again contradicts the strict curvature condition. A peaked crossing that satisfies the strict curvature condition is therefore a local minimum of $U$. The condition is needed: the symmetric point, with $\lambda=0.75$, is peaked, but $U$ falls along the seam there. At a sloped crossing a small step along $-g_1$ lowers both energies, so it is not.

Raising the offset to $0.90$ eV gives a sloped case. The crossing energy is $0.8073$ eV, the $x$ gradients are $4.1082$ and $0.3388$ eV/\AA, and
\begin{equation}
\lambda=\frac{4.1082}{4.1082-0.3388}=1.090 .
\end{equation}
A small rise of state 2 now raises the crossing by more than the rise itself. The upper surface has a lower point, at $0.8000$ eV. This is the minimum of state 2, where $E_1=6(0.3)^2+(0.3162)^2=0.64$ eV is smaller.

\subsection{The barrier}

On a continuous path from a region with $E_1<E_2$ to one with $E_1>E_2$, $G$ changes sign, so the path meets the seam. Its highest energy is at least the lowest energy on the whole seam. For $\varepsilon=0.20$ eV that is $0.2013$ eV above the minimum of state 1, or $19.4$ kJ/mol, and $0.1013$ eV above the minimum of state 2.

A search on a grid of spacing $0.001$ \AA{} for the lowest pass from the minimum of state 1 to the minimum of state 2 at $z>0$ gives $0.2007$ eV. This is slightly below the bound because neighbouring grid points can lie on either side of the seam without sampling the crest. The difference is within the estimated grid tolerance of $0.0037$ eV.

\section{What each derivation assumes}

Both derivations need continuous first derivatives and a local minimum on the seam. They differ in the role of $d$. The first must assume $d\ne0$ before it starts, because otherwise the seam need not be a smooth surface with tangents. In return it describes the neighbouring crossings and, with continuous second derivatives, yields the curvature condition that separates the two points of the opening.

The second needs no regular seam for the points $R_k$ to converge to $R^*$, and uses $d\neq0$ only to show that $-kG$ has a finite limit. If $d=0$, the gradients are equal and hence collinear, which needs neither derivation; what can fail then is the existence of $\lambda$. As given, it says nothing about curvature.

An example shows this failure. Take, with positive constants $a$ and $b$,
\begin{equation}
E_1=ax,\qquad E_2=ax+b(x^2+z^2).
\end{equation}
The energies meet only at the origin, which is therefore trivially the seam minimum. There $g_1=g_2=(a,0)$: the gradients are collinear, but $(1-\lambda)g_1+\lambda g_2=(a,0)$ is nonzero for every $\lambda$. In the penalty function the minimum lies at $z=0$, $x<0$, where
\begin{equation}
a+2kb^2x^3+\alpha x=0 .
\end{equation}
For large $k$ this gives $x\approx-(a/2kb^2)^{1/3}$. Since $G=-bx^2$, the quantity $-kG=kbx^2$ grows as $k^{1/3}$. The missing multiplier appears as a divergence.

Both derivations use scalar products, but their result does not depend on the choice of coordinates. Under an invertible change of coordinates with Jacobian $J$, each gradient becomes $J^Tg_i$, so a vanishing combination stays zero with the same $\lambda$. In Cartesian and polar versions of $(x,z)$ the minimum gives $0.5995$ both times. At the intermediate crossing the projection formula in \eqref{main} gives $0.7129$ with Cartesian components and $0.6939$ with the plain partial derivatives $(\partial_r,\partial_\theta)$ and $r$ in \AA. The second value changes with the length unit ($0.6965$ with $r$ in bohr), and the orthonormal components $(\partial_r,r^{-1}\partial_\theta)$ give $0.7129$ again. Where the gradients are not collinear, the formula depends on the scalar product used and does not define a multiplier.

Finally, both assume that the states do not mix. In a two-state model with constant spin--orbit coupling $V\ne0$, the lower energy is
\begin{equation}
E_-=\frac{E_1+E_2}{2}-\sqrt{\frac{G^2}{4}+|V|^2}.
\end{equation}
At $G=0$ the square root has zero gradient, so
\begin{equation}
\nabla E_-=\tfrac12(g_1+g_2)=\left(\lambda-\tfrac12\right)d
\end{equation}
at the former crossing point. This vanishes only for $\lambda=\tfrac12$. With $\lambda=0.60$, the stationary point of the coupled lower surface is not exactly at the crossing point found here. For weak coupling it is close: in the peaked case the saddle of $E_-$ lies $0.0015$ \AA{} away for $V=0.01$ eV and $0.0048$ \AA{} away for $V=0.03$ eV, about $|V|$ below the crossing energy, and it approaches the crossing point as $V\to0$. The conditions locate the crossing of the uncoupled states; the numerical output below refers to that case.

\section*{Computed values}
\begin{verbatim}
State 1 force constants x, z: 12.0, 2.0 eV/A^2
State 2 constants kx, kz: 8.0, 4.0 eV/A^2
State 2 quartic constant: 40.0 eV/A^4
State 2 stretch shift: 0.30 A
State 2 offset, peaked / sloped: 0.20 / 0.90 eV
State 2 minimum x, |z|: 0.3000, 0.3162 A
State 2 minimum energy (peaked case): 0.1000 eV
Symmetric seam point x: 0.2000 A
Symmetric seam point energy: 0.2400 eV
Symmetric point x-gradients 1, 2: 2.4000, -0.8000 eV/A
Symmetric point lambda: 0.7500 (no unit)
Symmetric point seam curvature, formula: -2.5000 eV/A^2
Symmetric point seam curvature, direct: -2.5000 eV/A^2
Ordinary seam point x, z: 0.1909, 0.1000 A
Ordinary seam point energy: 0.2286 eV
Ordinary seam point gradient angle: 162.58 degrees
Ordinary point lambda formula, Cartesian / polar: 0.7129 / 0.6939
peaked MECP x, |z|: 0.1499, 0.2581 A
peaked MECP energy: 0.2013 eV
peaked gradient 1 (x, z): 1.7982, 0.5161 eV/A
peaked gradient 2 (x, z): -1.2012, -0.3448 eV/A
peaked gradient angle: 180.00 degrees
peaked lambda: 0.5995 (no unit)
peaked dE(MECP)/d(offset), direct: 0.5995 (no unit)
peaked seam curvature, formula / direct: 3.9854 / 3.9854 eV/A^2
peaked minimum of upper surface on grid: 0.2014 eV
sloped MECP x, |z|: 0.3423, 0.3227 A
sloped MECP energy: 0.8073 eV
sloped gradient 1 (x, z): 4.1082, 0.6454 eV/A
sloped gradient 2 (x, z): 0.3388, 0.0532 eV/A
sloped gradient angle: 0.00 degrees
sloped lambda: 1.0899 (no unit)
sloped dE(MECP)/d(offset), direct: 1.0899 (no unit)
sloped seam curvature, formula / direct: 9.2671 / 9.2671 eV/A^2
sloped minimum of upper surface on grid: 0.8000 eV
Peaked MECP lambda in polar coordinates: 0.5995 (no unit)
Peaked MECP energy above state 1 minimum: 19.43 kJ/mol
Peaked MECP energy above state 2 minimum: 0.1013 eV
Symmetric point above peaked MECP: 0.0387 eV
Barrier on lower surface from grid: 0.2007 eV
Grid spacing: 0.001 A; energy tolerance: 0.0037 eV
Offset change: 0.050 eV
MECP energy change, direct: 0.0310 eV
MECP energy change, lambda estimate: 0.0300 eV
Three-coordinate test lambda: 0.7295 (no unit)
Three-coordinate test sine of gradient angle: 1.9e-09 (no unit)
\end{verbatim}
